# Exact and restricted Hartree-Fock band edges of the half-filled Hubbard dimer

## The question

Aligning the bands of a gate oxide with those of a semiconductor requires the energies at which each material gives up and accepts an electron. The smallest model with both energies and with electron correlation is the Hubbard dimer, two sites with one orbital each:

$$H=e\sum_{i\sigma}n_{i\sigma}-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}.$$

Here $e$ is the site energy, $t>0$ the hopping and $U\ge0$ the on-site repulsion. The neutral, half-filled dimer has two electrons. Let $E(N)$ be the lowest energy with $N$ electrons. The valence edge $v$, the conduction edge $c$ and the midgap energy $m$ are

$$v=E(2)-E(1),\qquad c=E(3)-E(2),\qquad m=\tfrac12(v+c).$$

These are signed energies on a common scale; the ionization energy is $-v$ and the electron affinity is $-c$. In Hartree-Fock theory, $v$ and $c$ are approximated by the highest occupied and lowest empty orbital energies of the two-electron calculation. An error means the Hartree-Fock value minus the exact one. The algebra is in atomic units; energies are quoted in eV and lengths in angstrom.

## Part (a): exact edges

**Find $E(1)$, $E(2)$ and $E(3)$, and from them $v$, $c$ and $m$.**

*Answer.* One electron feels no repulsion. The bonding orbital $b=(1,1)/\sqrt2$ has energy $e-t$ and the antibonding orbital $a=(1,-1)/\sqrt2$ has energy $e+t$, so $E(1)=e-t$.

For two electrons of opposite spin, use the states

$$|A\rangle=c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle,\quad |B\rangle=c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}|0\rangle,\quad |d_i\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle.$$

The hopping term $T$ moves one electron at a time. Moving either electron of $|A\rangle$ or of $|B\rangle$ produces a doubly occupied site, and the reverse moves lead back:

$$T|A\rangle=T|B\rangle=-t(|d_1\rangle+|d_2\rangle),\qquad T|d_1\rangle=T|d_2\rangle=-t(|A\rangle+|B\rangle).$$

The differences $|A\rangle-|B\rangle$ and $|d_1\rangle-|d_2\rangle$ are therefore unaffected by hopping and have energies $2e$ and $2e+U$. The normalized sums $(|A\rangle+|B\rangle)/\sqrt2$ and $(|d_1\rangle+|d_2\rangle)/\sqrt2$ are coupled by $-2t$, which gives the block

$$2e+\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}.$$

Measured from $2e$, its eigenvalues obey $\lambda(\lambda-U)=4t^2$. With $S=\sqrt{U^2+16t^2}$ the lower root is $(U-S)/2$. It is negative, so it lies below the two uncoupled states, and also below the two parallel-spin states, which have energy $2e$. Hence

$$E(2)=2e+\tfrac12(U-S).$$

Three electrons are one hole in the full shell $|F\rangle$. The hopping term gives zero on $|F\rangle$ because every target orbital is occupied. From $[c_1^\dagger c_2,c_1]=-c_2$ at fixed spin, it follows that

$$T\,c_1|F\rangle=[T,c_1]|F\rangle=+t\,c_2|F\rangle.$$

The hole hops with amplitude $+t$, so its lowest state is the antisymmetric one, with hopping energy $-t$. The site without the hole is doubly occupied and costs $U$. Therefore $E(3)=3e+U-t$. Subtraction gives

$$v=e+t+\tfrac12(U-S),\qquad c=e-t+\tfrac12(U+S),$$

$$c-v=S-2t,\qquad m=e+\tfrac12U.$$

At $U=0$ we have $S=4t$ and the gap is the orbital splitting $2t$. For $U\gg t$ the gap tends to $U-2t$: moving an electron between two distant dimers costs one repulsion, less the hopping energy gained by the extra electron and by the hole.

## Part (b): restricted Hartree-Fock edges

**Find the restricted Hartree-Fock (RHF) orbital energies and total energy, and the errors of $v$, $c$ and $m$. Examine weak and strong repulsion.**

*Answer.* In RHF both spins occupy the same spatial orbital. The repulsion acts between opposite spins, so an electron on site $i$ feels the potential $Un_i$, where $n_i$ is the density of one spin and $n_1+n_2=1$. A solution with $n_1>n_2$ would have the higher potential on site 1; the lowest orbital would then favour site 2, a contradiction. The density is thus $n_1=n_2=\tfrac12$ and the orbital energies are

$$v_{\rm HF}=e+\tfrac12U-t,\qquad c_{\rm HF}=e+\tfrac12U+t.$$

The total energy contains the repulsion once, $U(\tfrac12\cdot\tfrac12)$ on each of two sites:

$$E_{\rm HF}(2)=2e-2t+\tfrac12U.$$

Subtracting the exact edges,

$$v_{\rm HF}-v=\left(\tfrac12U-t\right)-\left(t+\tfrac12U-\tfrac12S\right)=\tfrac12S-2t\equiv D,$$

$$c_{\rm HF}-c=\left(\tfrac12U+t\right)-\left(-t+\tfrac12U+\tfrac12S\right)=2t-\tfrac12S=-D.$$

The edge errors are equal and opposite, and $m_{\rm HF}=e+U/2=m$. Since $S\ge4t$, $D$ is not negative: RHF puts the valence edge too high and the conduction edge too low, and its gap $2t$ is too small by $2D$.

For weak repulsion, expand $S=4t\sqrt{1+x}$ with $x=U^2/16t^2$:

$$D=2t\left(\sqrt{1+x}-1\right)\simeq\frac{U^2}{16t}.$$

For strong repulsion, $S\simeq U+8t^2/U$, so

$$D\simeq\frac U2-2t+\frac{4t^2}{U}.$$

With $t=2.4$ eV, diagonalization gives $D=0.148$ eV at $U/t=1$, against 0.150 eV from the weak-repulsion formula. At $U/t=8$ it gives 5.93 eV, where that formula gives 9.6 eV and the strong-repulsion one gives $9.6-4.8+1.2=6.0$ eV. The midgap remains exact in both regimes, even when the RHF gap is a poor approximation.

## Part (c): the cause

**Explain the pattern of errors by comparing the frozen-orbital states of one and three electrons with the exact states.**

*Answer.* Remove one electron from the RHF determinant, in which the bonding orbital is doubly occupied. What remains is one bonding electron, the exact ground state with energy $E(1)$. Now add an antibonding electron to the determinant instead. The result is a full shell with one antibonding electron missing, which is the antisymmetric hole state of part (a), with energy $E(3)$. Neither state has any error. The orbital energies are the corresponding differences:

$$E_{\rm HF}(2)-E(1)=e-t+\tfrac12U=v_{\rm HF},$$

$$E(3)-E_{\rm HF}(2)=e+t+\tfrac12U=c_{\rm HF}.$$

The remaining error is that of the two-electron energy,

$$E_{\rm HF}(2)-E(2)=\left(-2t+\tfrac12U\right)-\tfrac12(U-S)=D,$$

which is the size $|E_c|$ of the correlation energy. The exact neutral state reduces the weight of double occupation, which a single determinant built from the bonding orbital fixes at one half. The two-electron energy enters $v$ with a plus sign and $c$ with a minus sign, hence $\pm D$. It cancels from the midgap, $m=\tfrac12[E(3)-E(1)]$.

## Part (d): how far the result extends

**For a general two-electron closed shell, express the three errors through the energy errors of the frozen-orbital states. Decide whether the midgap stays exact for (i) one orbital per site with inversion symmetry but general interactions, (ii) unequal site energies, (iii) unequal repulsions.**

*Answer.* Let orbital 0 be occupied and orbital 1 empty, with one-electron energies $h_{00},h_{11}$, Coulomb integrals $J$ and exchange integral $K$. Without the nuclear repulsion, which cancels, the determinant energies for one, two and three electrons are

$$F_1=h_{00},\qquad E_{\rm HF}(2)=2h_{00}+J_{00},$$

$$F_3=2h_{00}+h_{11}+J_{00}+2J_{01}-K_{01}.$$

The orbital energies are $h_{00}+J_{00}=E_{\rm HF}(2)-F_1$ and $h_{11}+2J_{01}-K_{01}=F_3-E_{\rm HF}(2)$. Define $R_1=F_1-E(1)$ and $R_3=F_3-E(3)$, both non-negative by the variational principle. Then

$$v_{\rm HF}-v=|E_c|-R_1,\qquad c_{\rm HF}-c=R_3-|E_c|,$$

$$m_{\rm HF}-m=\tfrac12(R_3-R_1).$$

The edge errors are equal and opposite if and only if $R_1=R_3$.

(i) With inversion symmetry and one orbital per site there is one even and one odd orbital. For a given spin projection and parity there is a single one-electron state and a single three-electron state, so each is fixed by symmetry. If the frozen states have the parity of the respective ground states, $R_1=R_3=0$ and the result holds. The H$_2$ molecule at 0.74 angstrom in the minimal STO-3G basis is such a case. Compared with full configuration interaction (the exact solution within the same basis), its RHF edge errors are $+0.559$ and $-0.559$ eV, and $|E_c|=0.559$ eV.

In the larger cc-pVDZ basis the frozen states are no longer fixed by symmetry: $R_1=0.787$, $R_3=1.204$ and $|E_c|=0.944$ eV. Both edge errors are now positive, $+0.157$ and $+0.261$ eV, and the midgap is too high by 0.209 eV. These values are not converged with respect to the basis. In cc-pVTZ the edge errors are $+0.23$ and $+0.34$ eV and the midgap error is $+0.28$ eV; in aug-cc-pVDZ they are $+0.18$, $+0.09$ and $+0.13$ eV. The signs persist in these three bases, while the individual terms move by up to 0.2 eV. The three-electron energies belong to these finite bases; they do not give the affinity for forming a bound anion.

(ii) Let the site energies be $\bar e\pm\delta$. Exchange electrons with holes and the two sites together:

$$c_{1\sigma}\to c^\dagger_{2\sigma},\qquad c_{2\sigma}\to-c^\dagger_{1\sigma}.$$

The hopping is unchanged, because $c_1^\dagger c_2\to-c_2c_1^\dagger=c_1^\dagger c_2$. With $n_i$ now the total occupation of site $i$, the map gives $n_1\to2-n_2$ and $n_2\to2-n_1$, so $\delta(n_1-n_2)$ is also unchanged. The average site energy becomes $\bar e(4-N)$ and the repulsion gains $U(2-N)$. The transformed Hamiltonian is therefore

$$H+(2-N)(2\bar e+U).$$

Its one-electron levels are the three-electron levels of $H$, so $E(3)=E(1)+2\bar e+U$ and $m=\bar e+U/2$. In RHF the two orbital energies add up to the trace of the Fock matrix, $2\bar e+U$, because the densities of one spin add up to one. The midgap is again exact, so $R_1=R_3$. For site energies $\pm2$ eV with $t=2.4$ and $U=4$ eV, the edge errors are $+0.130$ and $-0.130$ eV.

(iii) Unequal repulsions remove both symmetries. The RHF midgap becomes $\bar e+\tfrac12(U_1n_1+U_2n_2)$, with $n_i$ again the density of one spin, and in general nothing ties it to $\tfrac12[E(3)-E(1)]$. (An exception is $e_1+\tfrac12U_1=e_2+\tfrac12U_2$, where exchanging electrons with holes, without exchanging the sites, is still a symmetry.) For $U_1=6$, $U_2=2$, $t=2.4$ eV and equal site energies, the edge errors are $+0.286$ and $-0.010$ eV. The midgap error is their mean, $+0.138$ eV, so exactness fails.

## Part (e): stability of the restricted solution

**Allow the two spins to polarize in opposite directions. For which $U/t$ does the restricted determinant have the lowest energy in this family?**

*Answer.* Give the up-spin electron densities $(1\pm p)/2$ on sites 1 and 2, and the down-spin electron the reverse. With positive real orbital amplitudes, each electron has hopping energy $-2t\sqrt{(1+p)(1-p)/4}=-t\sqrt{1-p^2}$. The repulsion is $2U(1-p^2)/4$. With $s=\sqrt{1-p^2}$, which lies between 0 and 1,

$$E=2e-2ts+\tfrac12Us^2,\qquad \frac{dE}{ds}=Us-2t.$$

For $U\le2t$ the derivative is not positive anywhere in the range, so the minimum is at $s=1$, the restricted state. For $U>2t$ the minimum moves to $s=2t/U$, where the energy is $2e-2t^2/U$. This lies below the RHF energy by

$$\frac U2-2t+\frac{2t^2}{U}=\frac{(U-2t)^2}{2U}.$$

The formulas of part (b) still describe the restricted solution there, but an unrestricted calculation can settle on the polarized one, whose orbital energies differ.

## Part (f): alignment of two dimers

**A semiconductor-like dimer has $t=0.48$ and $U=0.80$ eV; an oxide-like dimer has $t=2.40$ and $U=4.00$ eV. The oxide midgap lies 0.70 eV below that of the semiconductor, which is set to zero. Find the valence offset $v_s-v_o$ and the conduction offset $c_o-c_s$, exactly and in RHF.**

*Answer.* Both dimers have $U/t=1.67$, inside the stable range of part (e). For the oxide,

$$e_o=-0.70-2.00=-2.70,\qquad S_o=\sqrt{4.00^2+16(2.40)^2}=10.40\ \text{eV},$$

$$v_o=-2.70+2.40-3.20=-3.50,\qquad c_o=-2.70-2.40+7.20=2.10\ \text{eV}.$$

The RHF edges are $-0.70\mp2.40$, that is $-3.10$ and $1.70$ eV, so $D_o=0.40$ eV. For the semiconductor, $e_s=-0.40$ and $S_s=2.08$ eV. Its exact edges are $\mp0.56$ eV, its RHF edges $\mp0.48$ eV, and $D_s=0.08$ eV.

| Offset (eV) | Exact | RHF |
|---|---:|---:|
| Valence | 2.94 | 2.62 |
| Conduction | 1.54 | 1.22 |
| Midgap | 0.70 | 0.70 |

In RHF each valence edge rises by its own $D$ and each conduction edge falls by it. Both offsets therefore have the same error,

$$D_s-D_o=0.08-0.40=-0.32\ \text{eV}.$$

This is 11% of the exact valence offset and 21% of the exact conduction offset. If reliable gaps are available from another source, the edges can be rebuilt as midgap plus and minus half the gap. That repair is justified when $R_1=R_3$ in each material and the line-up between the materials is itself correct.

## Part (g): comparison with a real gate stack

**Which neglected effects matter most for an oxide such as hafnia on silicon, and how large are they?**

*Answer.* The model gaps, 5.60 and 1.12 eV, have the rough size of those of hafnia and silicon, and the line-up was chosen to give offsets of a realistic size. The sign of the RHF gap error does not carry over: in real insulators, unscreened Hartree-Fock usually gives too large a gap. One reason is that the surroundings of an added electron or hole polarize. Treat the charge as a sphere of radius $r_0$ in a medium of relative permittivity $\epsilon$. The field energy outside the sphere is $1/(2\epsilon r_0)$, so polarization lowers the energy of either charged state by

$$P=\frac{1}{2r_0}\left(1-\frac1\epsilon\right).$$

With rough oxide values $r_0=2$ angstrom and electronic $\epsilon=4$, $P=2.70$ eV. Lowering $E(1)$ raises $v$, and lowering $E(3)$ lowers $c$. Frozen orbitals miss both shifts, so in the notation of part (d) $P$ is added to $R_1$ and $R_3$ alike. If $P$ is simply added to the oxide dimer with its parameters unchanged, the valence error goes from $+0.40$ to $0.40-2.70=-2.30$ eV, and the gap error from $-0.80$ to $+4.60$ eV. This shows the direction of the effect, not the error for hafnia, because the exact gap it refers to has shrunk to $5.60-5.40=0.2$ eV. The midgap is unaffected as long as electron and hole have the same radius. These are orders of magnitude, since a continuum is doubtful at 2 angstrom. A $U$ chosen to give a realistic gap already contains screening, so neither the model edges nor their errors in part (f) should be corrected by $P$. For equivalent sites the RHF gap is $2t$ for every $U$ and is too small, the opposite of the sign usual in real insulators. That sign is not fixed within the model. It reverses for sufficiently unequal site energies, as described below, and the polarized solution of part (e) has the gap $U$, which exceeds the exact $S-2t$ once $U>3t$. Neither case contains the polarization of the surroundings.

The line-up is an input here, because isolated dimers have no interface. A transfer of 0.1 electron over 2 angstrom per 15 square angstrom, screened by $\epsilon=4$, makes a potential step of 0.60 eV, nearly as large as the assumed midgap offset. It moves all oxide levels together, so it changes the valence and conduction offsets by opposite amounts. If Hartree-Fock gives a different interface charge from the exact one, the midgap offset acquires an error too.

Hafnia also violates the assumption of equivalent sites: its valence edge is mainly of oxygen character and its conduction edge mainly of hafnium character. Part (d) treats two kinds of inequivalence, one at a time, at the oxide hopping. A site-energy difference of 4 eV reduces the edge error from 0.40 to 0.13 eV and leaves the midgap exact, while repulsions of 6 and 2 eV give the RHF midgap an error of 0.14 eV. That first dimer is only moderately ionic, with 71% of the occupied orbital on the lower site. Beyond a difference of about 5.9 eV, $R_1=R_3$ exceeds $|E_c|$ and the edge errors change sign: at 8 eV (86% on the lower site) the RHF gap is too large by 0.11 eV. With both inequivalences together the midgap error can have either sign: for site energies $\pm2$ eV it is $+0.17$ eV when the 6 eV repulsion is on the higher site and $-0.14$ eV when it is on the lower one. The sites of hafnia differ in both respects, so an exact midgap cannot be assumed there. The thermal energy at 358 K, 0.031 eV, is small beside the oxide's edge error but not negligible beside the semiconductor's 0.08 eV. The numerical output lists the values used in these comparisons.

## Values computed for the example and the checks

```
MODEL DIMERS (energies in eV, semiconductor midgap = 0)
semiconductor: t = 0.48, U = 0.80, site energy = -0.40 eV
  S = sqrt(U^2+16t^2) = 2.080 eV
  exact E(1), E(2), E(3) = -0.880, -1.440, -0.880 eV
  exact: v = -0.560, c = 0.560, gap = 1.120, midgap = 0.000 eV
  RHF: v = -0.480, c = 0.480, gap = 0.960, midgap = 0.000 eV
  RHF minus exact: v +0.080, c -0.080 eV
oxide: t = 2.40, U = 4.00, site energy = -2.70 eV
  S = sqrt(U^2+16t^2) = 10.400 eV
  exact E(1), E(2), E(3) = -5.100, -8.600, -6.500 eV
  exact: v = -3.500, c = 2.100, gap = 5.600, midgap = -0.700 eV
  RHF: v = -3.100, c = 1.700, gap = 4.800, midgap = -0.700 eV
  RHF minus exact: v +0.400, c -0.400 eV
OFFSETS: valence, conduction, midgap (eV)
  exact: 2.940, 1.540, 0.700
  RHF:   2.620, 1.220, 0.700
  error of valence and of conduction offset = -0.320 eV
EDGE ERROR D AT THE OXIDE HOPPING
  U/t = 1: D = 0.148 eV, weak-U estimate = 0.150 eV
  U/t = 2: D = 0.567 eV, weak-U estimate = 0.600 eV
  U/t = 4: D = 1.988 eV, weak-U estimate = 2.400 eV
  U/t = 8: D = 5.933 eV, weak-U estimate = 9.600 eV
  oxide weak-U estimate U^2/(16t) = 0.417 eV
INEQUIVALENT SITES, OXIDE HOPPING
  site energies +2, -2 eV; U = 4, 4 eV
    errors: v +0.130, c -0.130, midgap +0.000 eV
  site energies 0, 0 eV; U = 6, 2 eV
    errors: v +0.286, c -0.010, midgap +0.138 eV
H2 AT 0.74 angstrom, RHF minus full CI in the same basis
  sto-3g: v +0.559, c -0.559, midgap -0.000 eV
    |Ec| = 0.559, R1 = 0.000, R3 = 0.000 eV
  cc-pvdz: v +0.157, c +0.261, midgap +0.209 eV
    |Ec| = 0.944, R1 = 0.787, R3 = 1.204 eV
NEGLECTED EFFECTS, ROUGH OXIDE VALUES
  radius = 2.0 angstrom, relative permittivity = 4.0
  polarization shift of each edge = 2.70 eV
  valence error with it, D - P = -2.30 eV
  gap error with it, 2(P - D) = +4.60 eV
  dipole: 0.1 e over 2.0 angstrom per 15 angstrom^2
  interface dipole step = 0.60 eV
  thermal energy at 358 K = 0.031 eV
```
